# Why K1 drops out of rotation in a cubic (111) plane

## Two directions that K1 cannot tell apart

Take two directions that lie in the (111) plane of a cubic magnet, $[2,-1,-1]$ and $[0,1,-1]$. They are 90° apart and no symmetry of the crystal turns one into the other. The anisotropy energy density is, up to a constant and to sixth order,

$$E=K_1 s+K_2 p,\qquad s=a_1^2a_2^2+a_2^2a_3^2+a_3^2a_1^2,\qquad p=a_1^2a_2^2a_3^2,$$

where $a_1,a_2,a_3$ are the direction cosines of the magnetization to the cube axes.

For $[2,-1,-1]$ the squared cosines are $4/6,\,1/6,\,1/6$. Then $s=(4+1+4)/36=1/4$ and $p=4/216=1/54$. For $[0,1,-1]$ they are $0,\,1/2,\,1/2$, so $s=1/4$ and $p=0$. The $K_1$ energy is the same in both directions, and the $K_2$ energy differs by $K_2/54$.

The same holds all the way round the plane: $s$ stays at $1/4$ while $p$ varies six times per turn. This is a statement about magnetization held in the plane. $K_1$ still pulls the magnetization out of the plane, and in a real film that pull returns as a sixfold energy of its own.

## The symmetry reason

Let $\phi$ be the angle of the magnetization from $[2,-1,-1]$ within the plane. Two facts fix the period of $E(\phi)$.

- Without an applied field, reversing the magnetization leaves the energy unchanged. In the plane, reversal is $\phi\to\phi+180^\circ$.
- A rotation by 120° about $[111]$ permutes the cube axes cyclically and leaves the crystal unchanged. In the plane it is $\phi\to\phi+120^\circ$.

A function with periods 180° and 120° also has their difference, 60°, as a period. Its Fourier series therefore contains only the harmonics 0, 6, 12 and so on.

The order of the anisotropy term sets a second limit. In the plane each $a_j$ is a linear combination of $\cos\phi$ and $\sin\phi$, that is, of $e^{i\phi}$ and $e^{-i\phi}$. A product of $n$ such factors contains no harmonic above $n$. A fourth-order term can thus supply harmonics up to 4, of which symmetry permits only the constant. Sixth order is the first that can reach harmonic 6.

Both symmetries are needed. Random polynomials in the direction cosines, evaluated round the (111) circle, show this:

- fourth degree with no threefold axis: harmonics 0, 2 and 4;
- third degree with the threefold axis, but odd under reversal: harmonic 3;
- fourth degree with the threefold axis: a constant;
- sixth degree with cubic symmetry: harmonics 0 and 6.

The argument uses the threefold axis and evenness, not the full cubic symmetry. It therefore also covers fourth-order terms in the plane normal to the threefold axis of a trigonal crystal.

## The algebra

**The $K_1$ term.** A direction in the plane is perpendicular to $[111]$, so $a_1+a_2+a_3=0$. Squaring this and using $a_1^2+a_2^2+a_3^2=1$ gives

$$0=1+2(a_1a_2+a_2a_3+a_3a_1)\quad\Rightarrow\quad a_1a_2+a_2a_3+a_3a_1=-\tfrac12 .$$

Squaring again produces $s$ and cross terms. Each cross term, such as $2(a_1a_2)(a_2a_3)$, contains the common factor $a_1a_2a_3$:

$$\tfrac14=s+2a_1a_2a_3\,(a_1+a_2+a_3)=s .$$

**The $K_2$ term.** The in-plane cosines are

$$a_1=\sqrt{\tfrac23}\cos\phi,\quad a_2=\sqrt{\tfrac23}\cos(\phi-120^\circ),\quad a_3=\sqrt{\tfrac23}\cos(\phi+120^\circ).$$

At $\phi=0$ they give $(2,-1,-1)/\sqrt6$, as they should. The product of the last two cosine functions is $\tfrac12[\cos2\phi+\cos240^\circ]=\tfrac12\cos2\phi-\tfrac14$. Multiplying by $\cos\phi$ and using $\cos\phi\cos2\phi=\tfrac12(\cos3\phi+\cos\phi)$,

$$\cos\phi\left(\tfrac12\cos2\phi-\tfrac14\right)=\tfrac14\cos3\phi+\tfrac14\cos\phi-\tfrac14\cos\phi=\tfrac14\cos3\phi .$$

The prefactor is $(2/3)^{3/2}/4=1/(3\sqrt6)$. Hence

$$a_1a_2a_3=\frac{\cos3\phi}{3\sqrt6},\qquad p=\frac{\cos^2 3\phi}{54}=\frac{1+\cos6\phi}{108},$$

and the energy for rotation confined to the plane is

$$E=\frac{K_1}{4}+\frac{K_2}{108}\,(1+\cos6\phi).$$

In the plane an eighth-order term $K_3s^2$ would add only the constant $K_3/16$, because $s$ is fixed. Out of the plane it is not inert: it would add $K_3/2$ to the combination $K_1+K_2/6$ that sets the slope found below. It is left out here.

## How large the sixfold term is

The barrier between neighbouring minima is $|K_2|/54$. For $K_2<0$ the minima lie where $\cos6\phi=1$, along the in-plane $\langle112\rangle$ directions. For $K_2>0$ they lie along the in-plane $\langle110\rangle$ directions.

Near a minimum the curvature is $36|K_2|/108=|K_2|/3$. A field $B$ along the magnetization gives curvature $M_sB$, with $M_s$ the saturation magnetization. The in-plane stiffness field, for which the two are equal, is $|K_2|/(3M_s)$.

Consider a (111) nickel film near 300 K, with the rough typical values $K_1=-5000$ J/m³, $K_2=-2000$ J/m³ and $M_s=490$ kA/m. Then

- barrier: $2000/54=37$ J/m³;
- amplitude of $\cos6\phi$: $2000/108=18.5$ J/m³;
- stiffness field: $2000/(3\times4.9\times10^5)$ T $=1.4$ mT.

In a (001) plane, with $\theta$ measured from a cube axis, $s=\cos^2\theta\sin^2\theta=\tfrac14\sin^22\theta$ and $p=0$. The barrier there is $|K_1|/4=1250$ J/m³, about 34 times higher for the same material. The small numerical factor $1/54$ accounts for most of this ratio; $K_2$ itself is only 2.5 times smaller than $K_1$.

## How K1 comes back through tilt

Let the magnetization have a small component $d$ along $[111]$, and let $r=\sqrt{1-d^2}$ be the length of its in-plane part. Each direction cosine becomes $a_j=rc_j+d/\sqrt3$, where the $c_j$ are the in-plane cosines found above. They satisfy $\sum c_j=0$, their pair products sum to $-\tfrac12$, and $c_1c_2c_3=\cos3\phi/(3\sqrt6)$. Multiplying out the three factors gives

$$q\equiv a_1a_2a_3=\frac{r^3\cos3\phi}{3\sqrt6}-\frac{r^2d}{2\sqrt3}+\frac{d^3}{3\sqrt3}.$$

Now $\sum a_j=\sqrt3\,d$, so the pair products of the $a_j$ sum to $(3d^2-1)/2$. Squaring that sum as before,

$$s=\frac{(3d^2-1)^2}{4}-2\sqrt3\,d\,q .$$

To second order in $d$, the first part gives $\tfrac14-\tfrac32d^2$. The second part gives $-\tfrac{\sqrt2}{3}d\cos3\phi+d^2$. Therefore

$$s\simeq\frac14-\frac{\sqrt2}{3}\,d\cos3\phi-\frac{d^2}{2}.$$

For $p=q^2$ the linear term is twice the product of the first two pieces of $q$, which is $-\tfrac{\sqrt2}{18}\,d\cos3\phi$. The part of the energy linear in $d$ is thus

$$-A\,d\cos3\phi,\qquad A=\frac{\sqrt2}{3}\left(K_1+\frac{K_2}{6}\right).$$

$K_1$ is flat along the plane but sloped across it, and the slope changes sign every 60°. For the nickel values $|A|=2514$ J/m³, far larger than the in-plane barrier.

In a thin film the demagnetizing energy $\tfrac12\mu_0M_s^2d^2$ opposes the tilt. A field $B$ along the in-plane azimuth of the magnetization contributes $-M_sBr\simeq-M_sB+\tfrac12M_sBd^2$. With the $-\tfrac12K_1d^2$ found above, the total stiffness against $d^2$ is

$$P=\tfrac12\mu_0M_s^2-\tfrac12K_1+\tfrac12M_sB .$$

The $K_2$ contribution to $P$ is at most $|K_2|/12$, about 170 J/m³ here, and is dropped beside $1.5\times10^5$ J/m³.

For $P>0$, minimizing $-Ad\cos3\phi+Pd^2$ gives $d=A\cos3\phi/(2P)$. Substituting this back changes the energy by

$$-\frac{A^2\cos^23\phi}{4P}=-\frac{(K_1+K_2/6)^2}{18P}\cos^23\phi .$$

This has the same angular form as the $K_2$ term, $K_2\cos^23\phi/54$. The two combine into an effective constant, to leading order in the tilt:

$$K_2^{\rm eff}=K_2-\frac{3\,(K_1+K_2/6)^2}{P}.$$

The correction is negative for either sign of $K_1$, so it favours $\langle112\rangle$. A small positive $K_2$ can be overturned: with the example's $K_1$ and $M_s$ and no field, this happens for $K_2$ below about 470 J/m³.

For nickel without a field, $P=1.534\times10^5$ J/m³ and $K_1+K_2/6=-5333$ J/m³. The correction is $-3\times5333^2/(1.534\times10^5)=-556$ J/m³, so $K_2^{\rm eff}=-2556$ J/m³. Direct minimization of the full energy over $d$ gives $-2557$ J/m³. The sixfold term is 28% stronger than $K_2$ alone would make it, although the largest tilt is only 0.47°.

At 1 T, $P$ rises to $3.98\times10^5$ J/m³, the largest tilt falls to 0.18°, and $K_2^{\rm eff}=-2214$ J/m³, still 11% from $K_2$.

The limits are clear from the formula. For $P\to\infty$ the magnetization is locked in the plane and $K_2$ alone remains. If a perpendicular surface or interface anisotropy nearly cancels the demagnetizing energy, $P$ becomes small and the correction large. The expansion fails once $|A|/(2P)$ is no longer small compared with 1.

## Miscut and stress

**Miscut.** Suppose the film plane is inclined by a small angle $\varepsilon$ (in radians) to the true (111) plane. Magnetization held in the film plane then has $d\simeq\varepsilon\cos(\phi-\phi_0)$, where $\phi_0$ is the azimuth of steepest inclination. The linear energy becomes

$$-A\varepsilon\cos(\phi-\phi_0)\cos3\phi=-\frac{A\varepsilon}{2}\left[\cos(4\phi-\phi_0)+\cos(2\phi+\phi_0)\right].$$

The threefold axis is no longer normal to the plane of rotation, so harmonics 2 and 4 are allowed again. Each has amplitude $|A|\varepsilon/2$. For 1° this is $2514\times0.01745/2=21.9$ J/m³. An exactly rotated plane with $\phi_0=0.4$ rad gives 22.1 J/m³ for the twofold part and 21.9 J/m³ for the fourfold part; the twofold value varies between 21.6 and 22.3 J/m³ with $\phi_0$. Each already exceeds the constrained sixfold amplitude of 18.5 J/m³; equality is reached at a miscut of 0.84°.

**Stress.** A uniaxial in-plane stress $\sigma$ adds $-\tfrac32\lambda\sigma\cos^2\psi$, where $\psi$ is the angle between magnetization and stress, and magnetostriction $\lambda$ is taken as isotropic. Since $\cos^2\psi=\tfrac12(1+\cos2\psi)$, the twofold amplitude is $\tfrac34|\lambda|\sigma$. With the rough nickel value $\lambda=-3\times10^{-5}$ it equals the sixfold amplitude at

$$\sigma=\frac{18.5\ \text{J/m}^3}{0.75\times3\times10^{-5}}=0.82\ \text{MPa}.$$

This is a small stress for a film on a substrate. The twofold term depends only on the difference between the two principal in-plane stresses. In this isotropic model an equal biaxial stress gives $-\tfrac32\lambda\sigma(1-d^2)$, which is flat in $\phi$ and only shifts $P$, by $\tfrac32\lambda\sigma$. For 100 MPa of tension this is $-4.5\times10^3$ J/m³, about 3% of $P$ in zero field, and it belongs in the $P$ used for any fit.

## How this bears on a real nickel film

The values of $K_1$ and $M_s$ used here are typical of nickel near room temperature in size and sign. $K_2$ is the least certain of the three, and the constrained barrier scales directly with it. The figures of 37 J/m³ and 1.4 mT are therefore estimates from the model, not measured properties of a film. The assumption most easily broken is that of an exact, unstressed (111) plane: a miscut near 1° or a stress difference near 1 MPa adds terms as large as the sixfold one. Allowing the magnetization to tilt changes the sixfold term by about 28% in zero field. Surface anisotropy is left out here. A uniaxial term along the film normal would enter through $P$; a threefold surface term linear in $d$ would change the slope $A$ instead. A miscut surface also carries atomic steps, whose own twofold anisotropy is not in this model and may exceed the miscut terms computed above in a thin film.

Temperature matters in small elements. If a patch of 100 nm × 100 nm × 10 nm rotates as a unit, its constrained barrier is $37.04\ \text{J/m}^3\times10^{-22}\ \text{m}^3=3.7\times10^{-21}$ J, or 23 meV. Thermal energy at 300 K is 26 meV, so the barrier is $0.9\,kT$. Letting the magnetization tilt, with the demagnetizing factors of this prism (0.81 along the normal, 0.10 in the plane), raises the barrier only to about $1.2\,kT$. Either way the sixfold term cannot hold the patch in one of its six directions. Shape matters more: making one side 1 nm longer adds a twofold barrier of about 150 J/m³, four times the constrained sixfold one.

## What to do about it

**To measure $K_2$,** record the energy or torque over a full turn and separate the harmonics. To first order, miscut appears in harmonics 2 and 4, and uniaxial stress in harmonic 2, so neither is mistaken for the sixfold part, provided the harmonics are taken against the angle of the magnetization. Against the field angle, a large twofold term makes the magnetization lag and feeds harmonic 6. With 50 MPa of tension along $[2,-1,-1]$ the apparent $K_2^{\rm eff}$ at 0.05 T is $-1824$ J/m³ instead of $-2515$ J/m³; at 0.5 T the two differ by only 6 J/m³. A single switching field or barrier mixes them all. The torque about the film normal is $-dE/d\phi$, whose sixfold amplitude is $|K_2^{\rm eff}|/18$.

**To remove the tilt contribution,** repeat the measurement at several fields strong enough to keep the magnetization nearly aligned with the field, and plot $K_2^{\rm eff}$ against $1/P$. In this model the points lie on a straight line with intercept $K_2$ and slope $-3(K_1+K_2/6)^2$. Reading the value at 1 T as $K_2$ would leave the 11% error found above.

**To obtain a magnetically soft plane,** a single-crystal (111) film removes the first-order effect of $K_1$. For the nickel values and magnetization held in the plane, keeping each miscut harmonic below the sixfold amplitude requires a miscut under about 0.8°, and the stress difference must stay below about 0.8 MPa for the same reason. The harmonics add: at a 0.8° miscut the full range of the in-plane energy is already 63 to 78 J/m³, depending on $\phi_0$, about twice the 37 J/m³ of the exact plane. If the magnetization is free to tilt, the sixfold term is stronger, and in zero field these limits rise to about 1.1° and 1.05 MPa.

**To obtain a stable in-plane easy axis,** the sixfold term is a weak choice at these values. A (001) plane, with the same constants and volume and with rotation confined to the plane, offers a barrier about 34 times higher.

The main values for the nickel example are collected in the numerical output below.

## Numbers as computed

```
Harmonics of phi on the (111) circle, random polynomials:
  degree 4, no symmetry: [0, 2, 4]
  degree 3, threefold axis: [3]
  degree 4, threefold axis: [0]
  degree 4, cubic: [0]
  degree 6, cubic: [0, 6]
  degree 8, cubic: [0, 6]
  degree 10, cubic: [0, 6]
  degree 12, cubic: [0, 6, 12]
K1 = -5000 J/m^3, K2 = -2000 J/m^3
Ms = 490 kA/m, T = 300 K
K1 term in plane: mean -1250.0 J/m^3
K1 term in plane: max - min 2.0e-12 J/m^3
K2 term at phi = 0 deg: -37.04 J/m^3
K2 term at phi = 15 deg: -18.52 J/m^3
K2 term at phi = 30 deg: -0.00 J/m^3
K2 term at phi = 45 deg: -18.52 J/m^3
K2 term at phi = 60 deg: -37.04 J/m^3
In-plane barrier: 37.04 J/m^3
Sixfold amplitude: 18.52 J/m^3
In-plane stiffness field: 1.36 mT
Barrier in (001) plane: 1250 J/m^3
Barrier ratio (001)/(111): 33.7
Largest out-of-plane slope dE/dd: 2514 J/m^3
Film shape energy mu0 Ms^2/2: 1.509e+05 J/m^3
B = 0 T: stiffness P = 1.534e+05 J/m^3
  largest tilt out of plane: 0.470 deg
  K2eff formula: -2556 J/m^3
  K2eff minimized: -2557 J/m^3
  change of K2: 27.8 percent
B = 1 T: stiffness P = 3.984e+05 J/m^3
  largest tilt out of plane: 0.181 deg
  K2eff formula: -2214 J/m^3
  K2eff minimized: -2214 J/m^3
  change of K2: 10.7 percent
1 deg miscut, linear formula: 21.9 J/m^3
1 deg miscut, exact twofold: 22.1 J/m^3
1 deg miscut, exact fourfold: 21.9 J/m^3
Miscut matching the sixfold term: 0.84 deg
Magnetostriction used: -3e-05
Stress matching the sixfold term: 0.82 MPa
Patch: 100 nm x 100 nm x 10 nm
Patch barrier, constrained: 23.1 meV
Thermal energy kT: 25.9 meV
Barrier / kT: 0.89
```
